# Computing the Presheath–Sheath Transition Layer of a Collisional Plasma

## Result and model

Let \(\lambda_D\) be the electron Debye length and \(L\) the drag length of the ions in front of an absorbing wall. For \(\varepsilon=\lambda_D/L\to0\), the quasineutral presheath and the collisionless sheath are joined by a layer of thickness

\[
\delta\sim \lambda_D^{4/5}L^{1/5}=L\,\varepsilon^{4/5}.
\]

The law is a leading-order result for cold, singly charged fluid ions in a gas at rest, Boltzmann electrons and a planar, steady geometry. The drag force on an ion of mass \(M\) and speed \(v\) is \(Mv^2/L\). Ionization is at first left out of the region considered, so the ion flux \(\Gamma\) is constant.

Let \(T_e\) be the electron temperature in energy units, \(c_s=\sqrt{T_e/M}\) and \(n_s=\Gamma/c_s\). Lengths are measured in \(L\), speeds in \(c_s\) and densities in \(n_s\); \(\lambda_D\) is evaluated at \(n_s\). The coordinate \(x\) increases toward the wall, and \(\eta=-e\phi/T_e\) vanishes where \(n_e=n_s\). Then \(n_i=1/u\), \(n_e=e^{-\eta}\), and

\[
uu'=\eta'-u^2,\qquad
\varepsilon^2\eta''=\frac1u-e^{-\eta}. \tag{1}
\]

The positive sign of \(\eta'\) means that the field accelerates ions toward the wall. Define the energy lost to drag by \(g'=u^2\). Integrating the momentum equation, with the constant absorbed in \(g\), gives

\[
u^2=1+2\eta-2g. \tag{2}
\]

## The presheath and its breakdown

On the scale \(L\) the left side of Poisson's equation is negligible. Thus \(e^{-\eta}=1/u\), so \(\eta=\ln u\) and \(\eta'=u'/u\). The momentum equation becomes

\[
\left(\frac1u-u\right)u'=u^2,
\qquad
u'=\frac{u^3}{1-u^2}. \tag{3}
\]

Inverting the derivative gives \(dx/du=u^{-3}-u^{-1}\). With \(x=0\) chosen at \(u=1\),

\[
x=\frac12-\frac1{2u^2}-\ln u. \tag{4}
\]

Put \(u=1-w\), with small \(w>0\). Since \(1/(2u^2)=\tfrac12+w+\tfrac32w^2+\dots\) and \(\ln u=-w-\tfrac12w^2-\dots\), the linear terms cancel and \(x=-w^2+\dots\). Hence \(\eta\simeq-\sqrt{-x}\), whose slope diverges at the origin. The neglected term \(\varepsilon^2\eta''\) must enter before that point.

Equation (2) also gives \(g=\tfrac12(1+2\ln u-u^2)=-w^2+\dots\). Therefore \(g=x\) to leading order, with no additive constant.

## Why the exponent is four fifths

Near the singularity \(\eta\) is small and \(g\) is of order \(\eta^2\). Set \(q=\eta-g\). Then

\[
\frac1u=(1+2q)^{-1/2}=1-q+\frac32q^2+\dots,
\qquad
e^{-\eta}=1-\eta+\frac12\eta^2+\dots .
\]

On subtraction the terms linear in \(\eta\) cancel. The remainder is \(g+\tfrac32\eta^2-\tfrac12\eta^2\), so

\[
\varepsilon^2\eta''=\eta^2+x. \tag{5}
\]

All three terms are comparable when \(|x|\sim\eta^2\) and \(\varepsilon^2\eta/x^2\sim\eta^2\). The second relation gives \(\varepsilon^2\sim\eta x^2\sim|x|^{5/2}\), and hence \(|x|\sim\varepsilon^{4/5}\). With

\[
x=\varepsilon^{4/5}s,\qquad \eta=\varepsilon^{2/5}Y,
\]

each side of (5) carries the factor \(\varepsilon^{4/5}\), leaving the parameter-free equation

\[
\frac{d^2Y}{ds^2}=Y^2+s. \tag{6}
\]

The physical content is the cancellation of the linear terms. At the sound speed, a small potential change alters the ion and electron densities equally. Space charge then comes from the quadratic response and from drag, and this weak charge can bend the potential appreciably only over a distance longer than \(\lambda_D\).

The solution of (6) must join the presheath. For \(s\to-\infty\), put \(Y=-\sqrt{-s}+d\) with small \(d\). The left side is approximately \(\tfrac14(-s)^{-3/2}\), and the right side is approximately \(-2\sqrt{-s}\,d\). Therefore

\[
Y=-\sqrt{-s}-\frac1{8s^2}+\dots . \tag{7}
\]

Integration from (7) gives a zero at \(s_z=0.7154\), where \(Y'/Y''=1.3421\), and a first pole at \(s_0=3.4117\). Starts at \(s=-20\) and \(s=-40\) agree in these three numbers to within one part in \(10^4\).

## Integration of the full equations

The march needs a carefully chosen initial point. At fixed \(g\), equation (2) gives \(\delta u=\delta\eta/u\). Linearizing Poisson's equation about the quasineutral state, where \(e^{-\eta}=1/u\), gives

\[
\varepsilon^2\delta\eta''=
\left(\frac1u-\frac1{u^3}\right)\delta\eta
=-\frac1u\left(\frac1{u^2}-1\right)\delta\eta. \tag{8}
\]

For \(u<1\) the coefficient is negative. In this local approximation a starting error becomes a ripple with a wavelength of order \(\varepsilon\). It does not die out within a few wavelengths. Drag, whose response is left out at fixed \(g\), weakens it slowly, but the wavelength lengthens toward \(u=1\), which raises the amplitude. Close to the sound speed the second effect wins, so a starting error can grow again before the layer is reached.

To suppress it, the start includes the first space-charge correction. From (3), \(\eta'=u^2/(1-u^2)\). Its derivative with respect to \(u\) is \(2u/(1-u^2)^2\); multiplying by \(u'\) yields \(\eta''=2u^4/(1-u^2)^3\). Substitution in \(e^{-\eta}=1/u-\varepsilon^2\eta''\) gives, to first order in \(\varepsilon^2\),

\[
\eta=\ln u+\varepsilon^2h(u),\qquad
h=\frac{2u^5}{(1-u^2)^3}. \tag{9}
\]

Write \(\eta_u=d\eta/du=1/u+\varepsilon^2h'(u)\). The momentum equation reads \(uu'=\eta_uu'-u^2\), so

\[
u'=\frac{u^2}{\eta_u-u},\qquad
\eta'=\eta_u\frac{u^2}{\eta_u-u}. \tag{10}
\]

Integrating \(dx=(\eta_u-u)\,du/u^2\) adds \(\varepsilon^2\int_0^u h'(v)v^{-2}dv\) to the position (4). The initial \(g\) follows from (2).

With \(\zeta=(x-x_{\rm start})/\varepsilon\) and \(F=\varepsilon\eta'\), the system to be marched is

\[
\frac{d\eta}{d\zeta}=F,\quad
\frac{dF}{d\zeta}=\frac1{\sqrt{1+2\eta-2g}}-e^{-\eta},\quad
\frac{dg}{d\zeta}=\varepsilon(1+2\eta-2g). \tag{11}
\]

The algorithm is as follows.

1. Choose a subsonic starting speed and evaluate \(x,\eta,\eta',g\) from (2), (4), (9) and (10).
2. March (11) with an adaptive Runge–Kutta method.
3. Record the positions where \(\eta=g\), which is \(u=1\), and where \(\eta=1\).
4. Stop at the wall potential \(\eta=\eta_w\).
5. Reduce \(\varepsilon\) and repeat.

With \(g\) as a variable, \(u\) is obtained from (2) at every step, so the energy relation is built into the march; \(g\) itself changes with \(\zeta\) only at a rate proportional to \(\varepsilon\). At \(\varepsilon=10^{-3}\), changing the starting speed from 0.5 to 0.8 alters the wall position by a relative \(4.2\times10^{-7}\).

The wall is floating, so electron and ion fluxes balance. With electron mass \(m_e\),

\[
n_se^{-\eta_w}\sqrt{\frac{T_e}{2\pi m_e}}=n_sc_s,
\qquad
\eta_w=\frac12\ln\frac{M}{2\pi m_e}. \tag{12}
\]

For argon \(\eta_w=4.679\), which is held fixed as \(\varepsilon\) varies.

## Measured thickness and its error

Two lengths can be read from the full solution without assuming an exponent. One is \(x_1\), the distance from the quasineutral singularity to the point \(u=1\). The other is the field growth length \(\ell=\eta'/\eta''\) at that point. Since \(\eta=g\) there and \(g\) is of order \(\varepsilon^{4/5}\), the leading layer solution has \(Y=0\). Thus

\[
x_1\to0.7154\,\varepsilon^{4/5},\qquad
\ell\to1.3421\,\varepsilon^{4/5}. \tag{13}
\]

To find the error, retain cubic terms in the density difference. The ion density supplies \(-\tfrac52\eta^3\) and, through \(\tfrac32(\eta-g)^2\), the term \(-3\eta g\). Subtracting the electron density adds \(+\tfrac16\eta^3\). The first omitted terms are therefore

\[
-3\eta g-\frac73\eta^3.
\]

In addition, \(g'=1+2\eta+\dots\) corrects \(g=x\). All these terms are of order \(\varepsilon^{6/5}\), against \(\varepsilon^{4/5}\) for those kept. The relative correction is thus of order \(\varepsilon^{2/5}\).

If a length behaves as \(A\varepsilon^{4/5}(1+a\varepsilon^{2/5})\), its logarithmic slope is

\[
p=\frac{d\ln(\text{length})}{d\ln\varepsilon}
\simeq\frac45+\frac25a\,\varepsilon^{2/5}. \tag{14}
\]

For successive decades from \(\varepsilon=10^{-2}\) to \(10^{-6}\), \(x_1\) gives \(p=0.8579,\ 0.8242,\ 0.8098,\ 0.8039\). The last three excesses over 0.8 are 0.0242, 0.0098 and 0.0039. They fall by a factor of about 2.5 per decade, as \(10^{2/5}=2.51\) requires.

The growth length gives 0.7999, 0.7990, 0.7994 and 0.7998. Its correction is numerically much smaller over this range; equation (14) does not explain its size.

Dividing each length by \(\varepsilon^{4/5}\) and extrapolating quadratically in \(\varepsilon^{2/5}\) from the three smallest values gives 0.7154 and 1.3421. Both agree with (13) to the digits shown, so the coefficients are confirmed as well as the exponent.

The exponent of \(L\) needs no separate sweep. In this model \(\delta/L\) can depend on the two lengths through \(\lambda_D/L\) alone, once \(\eta_w\) is fixed. Hence \(\delta/L\propto(\lambda_D/L)^{4/5}\) implies \(\delta\propto\lambda_D^{4/5}L^{1/5}\).

## The sheath limit and the wall position

Closer to the wall \(\eta\) is of order one, and drag is negligible at leading order. Setting \(g=0\), multiplying Poisson's equation by \(\eta'\) and integrating gives

\[
\frac{\varepsilon^2}{2}(\eta')^2=W(\eta),\qquad
W=\sqrt{1+2\eta}+e^{-\eta}-2. \tag{15}
\]

The constant makes the field vanish at \(\eta=0\), the upstream limit on the sheath scale. Since \(dx=\varepsilon\,d\eta/\sqrt{2W}\), lengths here are proportional to \(\lambda_D\).

The distance from \(\eta=1\) to the wall provides a control on the method. Its last local exponent is 0.9999. At \(\varepsilon=10^{-6}\) it is \(3.7614\lambda_D\), against \(3.7616\lambda_D\) from (15). The same integrations therefore distinguish the two scalings.

The solutions join as follows. Near its pole, (6) has \(Y\simeq6/(s_0-s)^2\), because both \(Y''\) and \(Y^2\) then equal \(36/(s_0-s)^4\). In the original variables,

\[
s_0\varepsilon^{4/5}-x\simeq\varepsilon\sqrt{\frac6\eta}. \tag{16}
\]

For small \(\eta\), \(W\simeq\eta^3/3\), and (15) gives the same inverse-square form. Starting from a small potential \(\eta_1\) on (16) and adding the sheath distance from \(\eta_1\) to \(\eta_w\) gives

\[
x_w=s_0\varepsilon^{4/5}+c\,\varepsilon+\dots,\qquad
c=\lim_{\eta_1\to0}\left[\int_{\eta_1}^{\eta_w}
\frac{d\eta}{\sqrt{2W}}-\sqrt{\frac6{\eta_1}}\right]. \tag{17}
\]

The divergent parts cancel, leaving \(c=3.393\) for the argon wall. The pole is a matching point, not a physical infinity.

A relative correction \(\varepsilon^{2/5}\) to the layer suggests a further shift \(\kappa\varepsilon^{6/5}\). Fitting \(x_w\) at the three smallest \(\varepsilon\) with these three powers gives \(s_0=3.4110\), \(c=3.413\) and \(\kappa=-2.76\). The first two differ from their independently computed values by 0.02% and 0.6%. The fitted \(\kappa\) absorbs part of the omitted higher powers. With \(s_0\) and \(c\) held at their computed values, the remainder extrapolates to \(\kappa\approx-2.61\), about 6% smaller in size.

Wall position is a poor quantity from which to infer the exponent, because its first relative correction is \(\varepsilon^{1/5}\). Even at \(\varepsilon=10^{-6}\) this power is 0.063.

## Weak ionization

Let ions be created at rest at rate \(\nu_{iz}n_e\), and define \(\sigma=\nu_{iz}L/c_s\). Normalize the flux at \(x=0\). Near that point the flux is \(1+\sigma x\). Bringing new ions up to speed adds a drag \(\sigma u\), so \(u^2\simeq1+2\eta-2(1+\sigma)x\). The density difference is

\[
(1+\sigma x)\left[1-\eta+(1+\sigma)x+\frac32\eta^2\right]
-\left[1-\eta+\frac12\eta^2\right]
\simeq\eta^2+(1+2\sigma)x. \tag{18}
\]

The balance is now \(\eta^2\sim(1+2\sigma)|x|\) with \(\varepsilon^2\sim\eta x^2\). It follows that

\[
\delta\sim L\,\varepsilon^{4/5}(1+2\sigma)^{-1/5}. \tag{19}
\]

At fixed \(\sigma\) the Debye-length exponent is unchanged. If drag vanishes, \(L\) is no longer a usable scale, and ionization or geometry must determine the presheath.

## A floating wafer in argon

Consider an argon inductively coupled plasma with a floating wafer. The rough typical inputs are 10 mTorr, gas at 400 K, \(T_e=3\) eV, \(n_s=10^{11}\ \mathrm{cm^{-3}}\), a constant effective cross-section of \(10^{-14}\ \mathrm{cm^2}\) for ion momentum loss, with every collision treated as a charge exchange, and a half gap of 5 cm. The free path is \(\lambda_i=4.14\) mm. This cross-section is close to the momentum-transfer value and is probably too large for collisions that remove all the momentum. A value near \(0.65\times10^{-14}\ \mathrm{cm^2}\), as suggested by argon-ion drift speeds, would lengthen \(L\) by about half and raise the layer scale, the growth length and the wall distance below by 8 to 9%.

The drag length follows from free flights that begin at rest. In a uniform field giving acceleration \(a\), a flight of length \(d\) lasts \(\sqrt{2d/a}\). Averaging over exponentially distributed lengths gives the mean time \(\sqrt{\pi\lambda_i/(2a)}\). The drift speed is

\[
v=\frac{\lambda_i}{\sqrt{\pi\lambda_i/(2a)}}
=\sqrt{\frac{2a\lambda_i}{\pi}}.
\]

Steady drift requires \(a=v^2/L\), so \(L=2\lambda_i/\pi=2.64\) mm. This value belongs to a uniform field. Ions that all had the same speed would have \(L=\lambda_i\), which would raise the layer scale by a factor \((\pi/2)^{1/5}=1.09\). The uniform-field value is used in what follows. With \(\lambda_D=40.7\ \mu\mathrm m\), \(\varepsilon=0.0154\) and

\[
\lambda_D^{4/5}L^{1/5}=93.8\ \mu\mathrm m .
\]

The predicted growth length is \(1.3421\times93.8=126\ \mu\mathrm m\); full integration gives 125 μm. For \(x_1\), the leading estimate is \(0.7154\times93.8=67\ \mu\mathrm m\), whereas integration gives 88 μm. The leading value is 23% below the full one, so a correct exponent does not ensure an accurate leading coefficient at this \(\varepsilon\).

The two-term wall distance is \(3.4117\times93.8+3.393\times40.7=458\ \mu\mathrm m\), compared with 406 μm from integration, an excess of 13%. Including the fitted \(\kappa\) gives 409 μm, and the limiting value \(-2.61\) gives 412 μm. The layer scale is 2.3 Debye lengths, so layer and sheath are not widely separated here.

At \(u=1\) the field is about 60 V/cm and the charge imbalance is 2.6% of \(n_s\). The model gives an ion current of 4.3 mA/cm² and an impact energy of 14 eV.

Several omissions are small for these inputs. Equating the ionization in the half gap to the wall flux, with the source-free density profile, gives the rough value \(\sigma=0.0115\). A profile that includes the source gives about 0.014. By (19) either value reduces the layer scale by about 0.5%; at this \(\varepsilon\) the distance \(x_1\) falls by about 1%. The gas temperature is 1.15% of \(T_e\). Electrons missing because the wall absorbs them amount to 0.11% of the density at \(\eta=0\), to be compared with the 2.6% charge imbalance.

The cold-ion assumption is much less secure. For the flights above, \(\int v^2dt=a^2t^3/3\) per flight; averaging and dividing by the mean time gives \(\langle v^2\rangle=a\lambda_i\). Hence \(\langle v^2\rangle/\langle v\rangle^2=\pi/2\), and the velocity variance is 0.571 of the squared mean. This is a uniform-field value and cannot simply be transferred to the steep field near the wafer. If a comparable spread survives there, the lengths found here will shift, by an amount that the cold-ion model cannot supply. Slow newly exchanged ions also alter the exponent. In a kinetic model with ions reborn at rest and a constant free path, the quasineutral solution still ends with \(|x|\sim\eta^2\), with \(\eta\) now measured from its edge, where the mean ion speed is about \(1.25\,c_s\). The space charge beyond the edge, however, grows as \(\eta^{3/2}\) rather than \(\eta^2\). The balance \(\varepsilon^2\eta/x^2\sim\eta^{3/2}\) then gives \(|x|\sim\varepsilon^{8/9}\), a scale \(\lambda_D^{8/9}\lambda_i^{1/9}\approx68\ \mu\mathrm m\) for these inputs. The four-fifths law and the lengths quoted above belong to the single-speed fluid model, not to charge-exchange ions in a cold gas.

A wafer under radio-frequency bias also violates the steady, floating-wall assumption. For a different but steady wall potential, \(c\) changes while \(s_0\) does not, provided the sheath remains thin compared with \(L\). At fixed \(T_e\), \(n_s\), gas temperature and cross-section, the layer scale varies as pressure to the power \(-1/5\): doubling the pressure reduces it by about 13%. The distance \(x_1\) falls by less, because its positive relative correction grows with \(\varepsilon\). The numerical output below gives the full set of integrations.

## Values computed for the example and the checks

```
LAYER EQUATION Y'' = Y^2 + s (dimensionless)
zero s_z = 0.7154; Y'/Y'' there = 1.3421
first pole s_0 = 3.4117
sheath constant c = 3.393 (argon floating wall)
FULL INTEGRATION, lengths in units of L
eps      u_start  x(u=1)      growth len  x_wall
1e-02   0.5      2.2543e-02  3.3547e-02  1.0812e-01
1e-03   0.5      3.1268e-03  5.3183e-03  1.6287e-02
1e-04   0.5      4.6869e-04  8.4488e-04  2.4497e-03
1e-05   0.8      7.2622e-05  1.3408e-04  3.7247e-04
1e-06   0.9      1.1406e-05  2.1262e-05  5.7299e-05
local exponents of lambdaD between successive eps
x(u=1):     0.8579 0.8242 0.8098 0.8039
growth len: 0.7999 0.7990 0.7994 0.7998
sheath:     0.9808 0.9964 0.9994 0.9999
extrapolated x(u=1)/eps^0.8 = 0.7154
extrapolated growth len/eps^0.8 = 1.3421
wall fit: s_0 = 3.4110, c = 3.413, kappa = -2.76
sheath eta=1 to wall, eps=1e-6: 3.7614 lambdaD
same, collisionless integral: 3.7616 lambdaD
relative change of x_wall with start: 4.2e-07
ARGON EXAMPLE, rough typical inputs
pressure = 10 mTorr; gas = 400 K
Te = 3.0 eV; n_s = 1.0e+11 cm^-3
cross-section = 1.0e-14 cm^2; half gap = 5.0 cm
charge-exchange free path = 4.14 mm
drag length L = 2.64 mm
lambdaD = 40.7 um; eps = 0.01544
c_s = 2.692e+05 cm/s
lambdaD^(4/5) L^(1/5) = 93.8 um
singularity to u=1 = 87.6 um
field growth length at u=1 = 125.4 um
singularity to wall = 406.3 um
two-term wall formula = 458.0 um
three-term wall formula = 409.2 um
field at u=1 = 59.68 V/cm
charge imbalance at u=1 = 2.63 % of n_s
floating drop eta_wall = 4.679 = 14.04 V
ion impact energy = 14.25 eV
ion current = 4.31 mA/cm^2
NEGLECTED EFFECTS, sized for the example
ionization sigma = 0.0115; thickness factor = 0.9955
gas temperature / Te = 0.0115
missing returning electrons = 0.111 %
velocity variance / mean^2, uniform field = 0.571
```
